\section*{Why Sommerfeld's Spinless Quantization Gives the Dirac-Coulomb Energies}

\section*{Question}

Sommerfeld quantized the relativistic Kepler orbit of a point charge without spin, setting the angular and radial actions equal to integers times $2\pi\hbar$. Dirac's equation describes a spin-$\tfrac12$ wave. For an electron in the field of a fixed point nucleus, both lead to
\begin{equation}
E=\frac{1}{\sqrt{1+a^2/N^2}},\qquad N=n_r+\sqrt{q^2-a^2},
\label{eq:common}
\end{equation}
with $q=n_\phi$ for Sommerfeld and $q=|\kappa|=j+\tfrac12$ for Dirac. Why does a theory without spin give the energies of a theory with spin?

Units are $\hbar=m=c=1$, $a=Z\alpha$, and the potential energy is $V=-a/r$. The energy $E$ includes the rest energy. Nuclear size, recoil and quantum-electrodynamic corrections are left out.

\section*{The mechanism}

Sommerfeld left out two things, and in the Coulomb field they compensate. The first is the wave nature of the electron, which adds half-integers to the quantum conditions: the angular momentum in the radial motion is $l+\tfrac12$ (the Langer shift), and the radial action is $n+\tfrac12$ because the wave is reflected at two turning points. The second is spin. It makes $j+\tfrac12=(l+\tfrac12)\pm\tfrac12$ the number that enters the square root together with $a$, and this moves a half between the angular and the radial quantity, one going up as the other goes down. Half plus or minus half is an integer.

The Langer shift alone therefore does not turn $n_\phi$ into $|\kappa|$. A spinless particle with its half-integers properly included obeys the Klein--Gordon spectrum, which differs from Dirac's. To see the compensation, one compares the radial action in three cases: Sommerfeld's, the spinless wave, and the Dirac wave.

\section*{The classical action}

For a classical particle of angular momentum $L$, the relation $(E-V)^2=1+p^2$ with $p^2=p_r^2+L^2/r^2$ gives
\begin{equation}
p_r^2=E^2-1+\frac{2aE}{r}-\frac{\Lambda^2}{r^2},\qquad \Lambda^2=L^2-a^2 .
\label{eq:pr}
\end{equation}
The $-a^2$ comes from squaring the potential. For a bound orbit define
\begin{equation}
\lambda=\sqrt{1-E^2},\qquad N=\frac{aE}{\lambda},\qquad I=\frac1{2\pi}\oint p_r\,dr .
\end{equation}
From $N^2(1-E^2)=a^2E^2$ follows $E^2=N^2/(N^2+a^2)$, whose positive root is the energy in \eqref{eq:common}. Thus $N$ can stand for the energy.

To find $I$, differentiate with respect to $\Lambda$ at fixed $E$. The moving end points contribute nothing, since $p_r=0$ there, so
\begin{equation}
\frac{\partial I}{\partial\Lambda}=-\frac{\Lambda}{2\pi}\oint\frac{dr}{r^2p_r}.
\end{equation}
With $u=1/r$, and turning points $u_1<u_2$, the radicand is $-\lambda^2+2aEu-\Lambda^2u^2=\Lambda^2(u_2-u)(u-u_1)$. The outward and inward halves of the orbit contribute equally:
\begin{equation}
\oint\frac{dr}{r^2p_r}=\frac2\Lambda\int_{u_1}^{u_2}\frac{du}{\sqrt{(u_2-u)(u-u_1)}}=\frac{2\pi}{\Lambda}.
\label{eq:period}
\end{equation}
The last integral is $\pi$, as the substitution $u=\tfrac12(u_1+u_2)-\tfrac12(u_2-u_1)\cos\theta$ shows. Hence $\partial I/\partial\Lambda=-1$. The constant follows from the circular orbit, for which $I=0$ and the two turning points coincide: $a^2E^2=\lambda^2\Lambda^2$, or $\Lambda=N$. Therefore
\begin{equation}
I=N-\Lambda .
\label{eq:action}
\end{equation}

Sommerfeld's conditions are $L=n_\phi$, with $n_\phi\ge1$, and $I=n_r$, with $n_r\ge0$. Equation \eqref{eq:action} then gives $N=n_r+\sqrt{n_\phi^2-a^2}$.

\section*{The spinless wave}

The Klein--Gordon equation is $(E+a/r)^2\psi=(p^2+1)\psi$. For orbital angular momentum $l$ and $\psi=uY_{lm}/r$ it becomes
\begin{equation}
u''=\left[\frac{s(s+1)}{r^2}-\frac{2aE}{r}+\lambda^2\right]u,
\qquad s(s+1)=l(l+1)-a^2 .
\label{eq:radial}
\end{equation}
The semiclassical method should be applied on a full line, not on a half-line ending at a singular point. Put $r=e^x$ and $u=e^{x/2}w$. Since $r^2u''=u_{xx}-u_x=e^{x/2}(w_{xx}-\tfrac14w)$,
\begin{equation}
w_{xx}=\left[(s+\tfrac12)^2-2aEr+\lambda^2r^2\right]w .
\end{equation}
This is the origin of the Langer shift: $s(s+1)+\tfrac14=(s+\tfrac12)^2$. The local wave number in $x$ is $rp_r$, with $\Lambda=s+\tfrac12$ in \eqref{eq:pr}. At a simple turning point, the wave that decays into the forbidden region joins onto a cosine with phase offset $\pi/4$. Consistency between the two ends requires $\int rp_r\,dx=\int p_r\,dr=(n+\tfrac12)\pi$ from one turning point to the other, or $I=n+\tfrac12$ for the closed path. Hence
\begin{equation}
N=n+\tfrac12+\Lambda=n+s+1,\qquad n=0,1,2,\ldots
\label{eq:wkb}
\end{equation}

For this equation the semiclassical answer is exact. With $\rho=\lambda r$ and $u=\rho^{s+1}e^{-\rho}f(\rho)$, equation \eqref{eq:radial} becomes
\begin{equation}
\rho f''+2(s+1-\rho)f'+2(N-s-1)f=0 .
\end{equation}
For $f=\sum_k c_k\rho^k$ the coefficient of $\rho^k$ gives
\begin{equation}
(k+1)(k+2s+2)c_{k+1}=2(k+s+1-N)c_k .
\end{equation}
If the series does not end, $c_{k+1}/c_k\to2/k$, so $f$ grows like $e^{2\rho}$ up to a power and $u$ is not normalizable. It ends when $N=n+s+1$, which is \eqref{eq:wkb}. The argument holds for any $s>-\tfrac12$, integer or not.

Solving \eqref{eq:radial} for the larger root $s$ gives
\begin{equation}
N_{\rm KG}=n+\tfrac12+\sqrt{(l+\tfrac12)^2-a^2}.
\label{eq:kg}
\end{equation}
For $l=0$ this requires $a<\tfrac12$. The other behaviour at the origin, $u\sim r^{-s}$ or $\psi\sim r^{-s-1}$, is rejected because the gradient term of the field energy, $\int|\nabla\psi|^2r^2dr\sim\int r^{-2s-2}dr$, diverges for $s>-\tfrac12$. For $\psi\sim r^{s}$ that integral is $\int r^{2s}dr$ or milder, and it converges. Normalizability alone would not decide the case $l=0$. Both half-integers are present, and this is not Sommerfeld's formula. As $a\to0$ they add up to an integer, $N_{\rm KG}\to n+l+1$, so the nonrelativistic levels do not reveal the difference.

\section*{What spin adds}

Write Dirac's equation in terms of two two-component spinors $\phi_\chi$ of chirality $\chi=\pm1$:
\begin{equation}
(A-\chi\,\boldsymbol\sigma\cdot\mathbf p)\phi_\chi=\phi_{-\chi},\qquad A=E+\frac ar .
\label{eq:chiral}
\end{equation}
The mass, here equal to one, couples the two. Act with $A+\chi\boldsymbol\sigma\cdot\mathbf p$. By the equation for $-\chi$, the right side becomes $\phi_\chi$. On the left, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and the cross terms leave
\begin{equation}
\chi[\boldsymbol\sigma\cdot\mathbf p,A]=-i\chi\,\boldsymbol\sigma\cdot\nabla A=\frac{i\chi a\sigma_r}{r^2},\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.
\end{equation}
Thus
\begin{equation}
\left[\left(E+\frac ar\right)^2-p^2-1+\frac{i\chi a\sigma_r}{r^2}\right]\phi_\chi=0 .
\label{eq:squared}
\end{equation}
Squaring adds no spurious states here. Given a solution $\phi_\chi$, equation \eqref{eq:chiral} defines its partner, and \eqref{eq:squared} guarantees that the second equation of the pair holds.

Equation \eqref{eq:squared} is the Klein--Gordon equation with one more term, again proportional to $1/r^2$. The full coefficient of $1/r^2$, which replaces $l(l+1)-a^2$, is the angular operator
\begin{equation}
C=L^2-a^2-i\chi a\sigma_r .
\end{equation}

To diagonalize $C$, let $k=\boldsymbol\sigma\cdot\mathbf L+1$. From $\mathbf L\times\mathbf L=i\mathbf L$ we have $(\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L$, and therefore
\begin{equation}
k(k-1)=L^2,\qquad k^2=L^2+\boldsymbol\sigma\cdot\mathbf L+1=J^2+\tfrac14=(j+\tfrac12)^2 .
\end{equation}
The eigenvalue of $k$ is $l+1$ for $j=l+\tfrac12$ and $-l$ for $j=l-\tfrac12$. In the usual convention $\kappa$ has the opposite sign, where $l$ belongs to the upper component of the Dirac spinor in the standard representation.

Next, $k$ anticommutes with $\sigma_r$. Using $[L_i,\hat r_j]=i\epsilon_{ijm}\hat r_m$ and $\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}$,
\begin{equation}
\{\boldsymbol\sigma\cdot\mathbf L,\sigma_r\}
=i\epsilon_{ijm}\sigma_i\sigma_j\hat r_m+2\hat{\mathbf r}\cdot\mathbf L=-2\sigma_r ,
\end{equation}
because $\epsilon_{ijm}\sigma_i\sigma_j=2i\sigma_m$ and $\hat{\mathbf r}\cdot\mathbf L=0$. The $1$ in $k$ contributes $+2\sigma_r$, so $\{k,\sigma_r\}=0$. Now define
\begin{equation}
G=k+i\chi a\sigma_r .
\end{equation}
The cross terms in its square vanish, and $\sigma_r^2=1$:
\begin{equation}
G^2=k^2-a^2=\gamma^2,\qquad \gamma=\sqrt{\kappa^2-a^2}.
\end{equation}
Moreover,
\begin{equation}
G(G-1)=k^2-a^2-k-i\chi a\sigma_r=C .
\label{eq:factor}
\end{equation}

For given $j$ and $m_j$ the angular space has two dimensions, $l=j\pm\tfrac12$. There $k$ has eigenvalues of opposite sign and $\sigma_r$ has no diagonal elements, so $G$ has zero trace. Its eigenvalues are $+\gamma$ and $-\gamma$, once each.

\section*{How the halves combine}

In each sector the radial equation has the form \eqref{eq:radial}, with $s(s+1)=G(G-1)$. Langer's quarter completes the square:
\begin{equation}
\Lambda^2=G(G-1)+\tfrac14=(G-\tfrac12)^2,\qquad
\Lambda=\gamma\mp\tfrac12\quad\text{for }G=\pm\gamma .
\label{eq:complete}
\end{equation}
We assume $a<\sqrt3/2$, so that $\gamma>\tfrac12$ for every $|\kappa|\ge1$.

The angular compensation is plainest at $a=0$. There $\Lambda=l+\tfrac12$ and $\gamma=|\kappa|$, so
\begin{equation}
|\kappa|=(l+\tfrac12)\pm\tfrac12\qquad\text{for }j=l\pm\tfrac12 .
\end{equation}
The Langer half and the spin half together give an integer, and this integer takes the place of $n_\phi$.

The radial compensation follows from $I=N-\Lambda=n+\tfrac12$:
\begin{align}
G=+\gamma:&\quad N-\gamma+\tfrac12=n+\tfrac12\;\Rightarrow\;N=n+\gamma,\\
G=-\gamma:&\quad N-\gamma-\tfrac12=n+\tfrac12\;\Rightarrow\;N=n+1+\gamma .
\end{align}
In the first sector the halves cancel; in the second they add up to one. Either way $N-\gamma$ is an integer $n_r\ge0$, and this is Sommerfeld's rule with $n_\phi=|\kappa|$. The result is exact, since \eqref{eq:wkb} is exact for $s=\gamma-1$ and for $s=\gamma$.

It remains to justify the regular radial solution, $u\sim r^{s+1}$. The other one behaves as $r^{-s}$. For $G=-\gamma$ it gives $\phi_\chi\sim r^{-\gamma-1}$, whose norm contains $\int r^{-2\gamma}dr$ and diverges at the origin for $\gamma>\tfrac12$. For $G=+\gamma$ it gives the milder $\phi_\chi\sim r^{-\gamma}Y$, with $GY=\gamma Y$, and the partner decides. Using $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r[\partial_r-(k-1)/r]$ and $kY=(\gamma-i\chi a\sigma_r)Y$ in \eqref{eq:chiral},
\begin{equation}
\phi_{-\chi}\simeq r^{-\gamma-1}\left[a+i\chi\sigma_r(1-\gamma-k)\right]Y
=i\chi(1-2\gamma)\,r^{-\gamma-1}\sigma_rY .
\end{equation}
This is nonzero and has the same divergent norm, so the solution is rejected.

\section*{The spin contribution as a phase}

The same result can be read along Sommerfeld's orbit. Take $L=|\kappa|$, so that $\Lambda=\gamma$ and $I=N-\gamma$. By \eqref{eq:factor}, the part of $C$ linear in $G$ adds $+G/r^2$ to $p_r^2$. To first order this changes the action by
\begin{equation}
\delta I=\frac1{2\pi}\oint\frac{G}{2r^2p_r}\,dr=\frac{G}{2\gamma}=\pm\tfrac12 ,
\label{eq:phase}
\end{equation}
where \eqref{eq:period} was used with $\Lambda=\gamma$. In one radial cycle the wave gains a phase $2\pi\,\delta I=\pm\pi$. It does not depend on the energy or on the eccentricity, because the added term has the same $1/r^2$ form as the centrifugal term, so it only shifts $\Lambda^2$, and in the Coulomb field $\partial I/\partial\Lambda=-1$ for every orbit. Reflection at the turning points demands a half-integer total action, the term linear in $G$ supplies a half, and an integer is left for the orbit.

This half is measured from the orbit with $L=|\kappa|$; it is not the size of the term $i\chi a\sigma_r/r^2$. At $a=0$ that term is absent, $C=L^2=k(k-1)$, and the half only expresses $l+\tfrac12=|\kappa|\mp\tfrac12$. What the spin term does is move $\Lambda$ from the spinless value $\sqrt{(l+\tfrac12)^2-a^2}$ to $\gamma\mp\tfrac12$, a shift of $a^2[1/(2l+1)-1/(2|\kappa|)]$ to leading order, so that the offset from $\gamma$ stays exactly a half at finite $a$. For $Z=50$ and $|\kappa|=1$ it takes $0.342$ to $0.431$ and $1.455$ to $1.431$.

Without Langer's quarter, \eqref{eq:phase} would be only a first-order statement, since $\gamma-\sqrt{\gamma^2-\gamma}$ is not $\tfrac12$. With the quarter, the square root is $\gamma-\tfrac12$ and the half is exact.

\section*{What the agreement does not cover}

The energies agree, but the number of states is a separate matter. For each $j$ and $m_j$, the value $n_r=0$ occurs once, in the sector $G=+\gamma$, while each $n_r\ge1$ occurs in both sectors. The nonrelativistic limit identifies the signs of $\kappa$. There the principal quantum number is $n_r+|\kappa|$ and $l$ must be smaller than it. For $n_r=0$ this permits $l=|\kappa|-1$ but not $l=|\kappa|$, so $\kappa<0$; for $n_r\ge1$ both signs occur. Being an integer, $\kappa$ cannot change as $a$ grows continuously. With $2j+1=2|\kappa|$ orientations, a level has $2|\kappa|$ states for $n_r=0$ and $4|\kappa|$ otherwise. The sectors of $G$ should not be equated with the signs of $\kappa$ at finite $a$: $k$ does not commute with $\sigma_r$ and is not conserved in \eqref{eq:squared}.

The agreement also depends on the field. For $V=-a/r$, both $V^2$ and the spin term, which contains $dV/dr$, are proportional to $1/r^2$, and this allows the factorization \eqref{eq:factor}. In a screened potential they have different radial forms, and the argument no longer applies.

\section*{Numbers for a point nucleus with $Z=50$}

Take one electron bound to a point nucleus with $Z=50$. Then $a=0.364868$, and for $|\kappa|=1$
\begin{equation}
\gamma=\sqrt{1-0.364868^2}=0.931059 .
\end{equation}
For $n_r=1$, $N=1.931059$ and $a^2/N^2=0.035701$. Hence $E=1/\sqrt{1.035701}=0.982614$ in units of the rest energy, and the binding energy is
\begin{equation}
(1-0.982614)\times510.999\ \text{keV}=8.884\ \text{keV}.
\end{equation}
Numerical integration of the first-order Dirac equations gives $8.88438$ keV for both $\kappa=-1$ ($2s_{1/2}$) and $\kappa=+1$ ($2p_{1/2}$). Sommerfeld's rule, with the action integral evaluated numerically, gives the same figure. For $\kappa=-2$, $n_r=0$ ($2p_{3/2}$), both roads give $8.57551$ keV, so the $n=2$ fine-structure width is $0.309$ keV.

The properly quantized spinless particle behaves differently. Its ground state has $N=0.841865$ instead of $0.931059$, and a binding energy of $42.14$ keV instead of $35.23$ keV.

The quarter matters too. For $|\kappa|=2$, $\gamma=1.966436$, and the change of action in the sector $G=+\gamma$ is $0.588$ without it and $0.500$ with it. For $|\kappa|=1$ the coefficient $\gamma(\gamma-1)=-0.064$ is negative, so without the quarter there is not even a real $\Lambda$.

For a screened field take $V=-(a/r)e^{-\mu r}$ with $\mu=0.05\,a$. The Dirac binding energies are now $5.922$ keV for $2s_{1/2}$ and $5.852$ keV for $2p_{1/2}$, a splitting of $0.071$ keV. Sommerfeld's rule with $n_r=n_\phi=1$ offers one value, $5.889$ keV, which matches neither.

\section*{The weak-field fine structure}

For small $a$, the Dirac and Klein--Gordon formulas both have the form $N=n_{\rm p}-q+\sqrt{q^2-a^2}\simeq n_{\rm p}-a^2/(2q)$, where $n_{\rm p}$ is the principal quantum number and $q$ is $|\kappa|$ or $l+\tfrac12$. Insert this into $E=1-a^2/(2N^2)+3a^4/(8N^4)-\cdots$. The part of order $a^4$ that depends on $q$ comes from the second term:
\begin{equation}
E_q=-\frac{a^4}{2n_{\rm p}^3q}.
\end{equation}
For $n_{\rm p}=2$, Dirac's values $q=1,2$ and the spinless values $q=\tfrac12,\tfrac32$ give the widths
\begin{equation}
\Delta_{\rm D}=\frac{a^4}{16}\left(1-\frac12\right)=\frac{a^4}{32},\qquad
\Delta_{\rm KG}=\frac{a^4}{16}\left(2-\frac23\right)=\frac{a^4}{12}.
\end{equation}
Their ratio is $8/3$ at this order. For $Z=1$ the full formulas give $45.28$ and $120.77\ \mu$eV, with ratio $2.6669$. Had Sommerfeld included the half-integers of a spinless wave, his $n_{\rm p}=2$ fine structure for hydrogen would have been too wide by this factor relative to Dirac's. For general $n_{\rm p}$ the widths are proportional to $2-1/(n_{\rm p}-\tfrac12)$ and $1-1/n_{\rm p}$, with ratio $4n_{\rm p}/(2n_{\rm p}-1)$. The numerical check checks numerically the squared equation \eqref{eq:squared}, the eigenvalues $G(G-1)$ of $C$, the action integrals and the spectra.

\section*{Computed values}
\begin{verbatim}
Z = 50, a = Z alpha = 0.364868
electron rest energy = 510.99895 keV
gamma for |kappa|=1: 0.931059; for 2: 1.966436
action/(2 pi hbar) at N=2.2, L=1: 1.268941
1/r^2 coefficients from the angular matrix (hbar^2):
  |kappa|=1: G>0 -0.064188, G<0 1.797931
  |kappa|=2: G>0 1.900435, G<0 5.833308
  |kappa|=3: G>0 5.889142, G<0 11.844601
second-order equation, N by integration (dimensionless):
  KG l=0: 0.841865, 1.841865, 2.841865
  KG l=1: 1.954947, 2.954947
  G=+gamma, |kappa|=1: 0.931059, 1.931059, 2.931059
  G=-gamma, |kappa|=1: 1.931059, 2.931059
binding energies in keV, Dirac integration | Sommerfeld:
  kappa=-1, n_r=0: N=0.931059, 35.22857 | 35.22857
  kappa=-1, n_r=1: N=1.931059, 8.88438 | 8.88438
  kappa=-1, n_r=2: N=2.931059, 3.91381 | 3.91381
  kappa=+1, n_r=1: N=1.931059, 8.88438 | 8.88438
  kappa=+1, n_r=2: N=2.931059, 3.91381 | 3.91381
  kappa=-2, n_r=0: N=1.966436, 8.57551 | 8.57551
  kappa=-2, n_r=1: N=2.966436, 3.82205 | 3.82205
  kappa=+2, n_r=1: N=2.966436, 3.82205 | 3.82205
KG ground-state binding = 42.14108 keV
first-order spin change of action/(2 pi hbar), G=+gamma:
  N=1.5: 0.500000
  N=2.5: 0.500000
|kappa|=2 action change without 1/4: 0.587873
|kappa|=2 action change with 1/4: 0.500000
Yukawa screening parameter / a = 0.050
Yukawa 2s1/2 binding = 5.92249 keV
Yukawa 2p1/2 binding = 5.85167 keV
Yukawa Sommerfeld n_r=1, n_phi=1: 5.88875 keV
Z=1, n=2 Dirac width = 45.2841 microeV
Z=1, n=2 KG width = 120.7669 microeV
Z=1 width ratio KG/Dirac = 2.66687
\end{verbatim}
